# Pinched Hysteresis Loops from Two Equal Regions with Opposite Internal Biases

A ferroelectric capacitor can have almost no remanent polarization although every part of it still switches completely. Someone who takes the remanence as a measure of how much material is active would call such a capacitor dead. The opposite error is also possible: if opposite internal biases were thought to pinch a loop whatever their size, a full remanence would be taken as proof that no such biases exist. Both readings fail because one comparison is missing, that between the internal bias and the local coercive field.

## The model and what pinched means

The capacitor contains two kinds of region, each occupying half of the electrode area. The regions lie side by side, so the same applied field $E$ acts on all of them. Each region has polarization $+P_s$ (up) or $-P_s$ (down), and a fixed built-in field $b$ adds to the applied one:

$$E_{\rm loc}=E+b,\qquad b=+E_b\ \text{(kind 1)},\qquad b=-E_b\ \text{(kind 2)},$$

with $E_b>0$. A region switches up when $E_{\rm loc}$ reaches $+E_c$ and down when it reaches $-E_c$. Between these values it keeps its state. This is a square loop with local coercive field $E_c>0$. The regions do not influence one another.

The charges of areas connected in parallel add. With equal areas, the polarization of the capacitor is therefore

$$P=\tfrac12(P_1+P_2).$$

For layers stacked in series this step would fail, because the applied voltage would divide between the layers in a way that depends on their polarization.

The field is cycled between $-E_{\max}$ and $+E_{\max}$, with $E_{\max}>E_b+E_c$. This suffices to switch every region both ways: the least favourable switching event needs an applied field of magnitude $E_b+E_c$.

Let $P_\downarrow(E)$ be the polarization on the descending branch, where the field falls from $+E_{\max}$, and $P_\uparrow(E)$ that on the ascending branch. The opening of the loop is

$$D(E)=P_\downarrow(E)-P_\uparrow(E).$$

A loop is called pinched if $D(0)$ is smaller than the opening at some field on each side of zero. The claim is that the averaged loop is pinched for $E_b>E_c$ and not pinched for $E_b<E_c$.

## First derivation: following the switching events

The switching rule refers to the local field, whereas the loop is plotted against the applied field. Solving $E+b=\pm E_c$ for $E$ gives $E=\pm E_c-b$. Hence

- kind 1 switches up at $E_c-E_b$ and down at $-E_c-E_b$;
- kind 2 switches up at $E_c+E_b$ and down at $-E_c+E_b$.

A positive bias helps the up state, so it moves both thresholds of kind 1 towards negative applied field.

On the descending branch all regions start up and $P=P_s$. As the field falls, it first meets the higher of the two downward thresholds. Their difference is

$$(-E_c+E_b)-(-E_c-E_b)=2E_b>0,$$

so kind 2 switches first. One half is then up and the other down, and $P=\tfrac12(P_s-P_s)=0$. When kind 1 follows, $P=-P_s$. The branch is

$$P_\downarrow(E)=\begin{cases}+P_s, & E>E_b-E_c,\\ 0, & -(E_b+E_c)<E<E_b-E_c,\\ -P_s, & E<-(E_b+E_c).\end{cases}$$

On the ascending branch all regions start down. Kind 1 has the lower upward threshold and switches first, so

$$P_\uparrow(E)=\begin{cases}-P_s, & E<E_c-E_b,\\ 0, & E_c-E_b<E<E_c+E_b,\\ +P_s, & E>E_c+E_b.\end{cases}$$

These expressions hold for either order of $E_b$ and $E_c$. Each branch has an intermediate plateau at $P=0$. What changes with the bias is whether the plateaus include zero field.

**Bias below the coercive field.** If $E_b<E_c$, then $E_b-E_c$ is negative. The descending branch still has $P=+P_s$ at zero field, and by the same inequality the ascending branch still has $P=-P_s$. Throughout $|E|<E_c-E_b$ the opening is

$$D=P_s-(-P_s)=2P_s.$$

No opening can be larger, since $P$ lies between $-P_s$ and $+P_s$. The centre is therefore a widest part of the loop, and the loop is not pinched. It has steps: for $E_c-E_b<|E|<E_c+E_b$ one branch is on its zero plateau and the other is saturated, which leaves $D=P_s$.

**Bias above the coercive field.** If $E_b>E_c$, then $E_b-E_c$ is positive, and kind 2 has switched down before the falling field reaches zero. Likewise kind 1 has switched up before the rising field reaches zero. The two plateaus overlap in the interval

$$-(E_b-E_c)<E<E_b-E_c,$$

where both branches have $P=0$ and hence $D=0$. On the positive side, for $E_b-E_c<E<E_b+E_c$, the descending branch has $P=P_s$ and the ascending one $P=0$, so $D=P_s$. On the negative side the branches have $P=0$ and $P=-P_s$, and again $D=P_s$. The loop is closed at the centre and open on both sides, so it is pinched.

The physical reason is visible in the local fields at $E=0$. They are $+E_b$ and $-E_b$. If $E_b>E_c$, these fields alone put kind 1 up and kind 2 down, whatever was done before. The capacitor cannot store a bit at zero field, although each region remains switchable. If $E_b<E_c$, both kinds are bistable at zero field and keep the state they were given.

At $E_b=E_c$ the two lobes touch at $E=0$. The value of $D$ at that single point depends on whether a region switches on reaching its threshold or just beyond it, so this case is best regarded as the boundary and assigned to neither side.

## Second derivation: adding shifted openings

The result can also be reached without following the order of events. Consider first a region without bias. Let its descending and ascending branches be $p_\downarrow(E)$ and $p_\uparrow(E)$, and its opening $w(E)=p_\downarrow(E)-p_\uparrow(E)$. Assume that the unbiased region does not distinguish up from down. Reversing both field and polarization then exchanges the branches:

$$p_\downarrow(-E)=-p_\uparrow(E),\qquad p_\uparrow(-E)=-p_\downarrow(E).$$

It follows that the opening is even:

$$w(-E)=p_\downarrow(-E)-p_\uparrow(-E)=-p_\uparrow(E)+p_\downarrow(E)=w(E).$$

A constant bias replaces $E$ by $E+b$ in both branches. It translates the loop along the field axis and leaves its shape unchanged, provided that the drive still saturates it in both directions. Averaging the two kinds gives

$$D(E)=\tfrac12\left[w(E+E_b)+w(E-E_b)\right].$$

At the centre, evenness turns this into

$$D(0)=\tfrac12[w(E_b)+w(-E_b)]=w(E_b).$$

At $E=E_b$ it gives

$$D(E_b)=\tfrac12[w(2E_b)+w(0)],$$

and $D(-E_b)$ has the same value, again because $w$ is even. The opening of the averaged loop at zero field is thus the opening of a single unbiased loop at field $E_b$.

For the square loop, $w=2P_s$ when $|E|<E_c$ and $w=0$ when $|E|>E_c$. With $\theta(x)=1$ for $x>0$ and $0$ for $x<0$,

$$D(E)=P_s\left[\theta(E_c-|E+E_b|)+\theta(E_c-|E-E_b|)\right].$$

The factor $2P_s$ has become $P_s$ because each kind covers half of the area. The formula describes two windows of half-width $E_c$, centred at $-E_b$ and $+E_b$. If $E_b<E_c$, both contain zero field, and $D(0)=2P_s$ is the largest possible value. If $E_b>E_c$, neither contains it, and $D(0)=0$. In that case $2E_b>E_c$ as well, so $w(2E_b)=0$ and $D(\pm E_b)=\tfrac12(0+2P_s)=P_s$. This is the same criterion as before.

An opening of zero says that the branches coincide, but not at which polarization. Symmetry supplies the missing level. The averaged branches also satisfy $P_\downarrow(-E)=-P_\uparrow(E)$, because the reversal exchanges the biases $+E_b$ and $-E_b$, which have equal weight. At $E=0$ this gives $P_\uparrow(0)=-P_\downarrow(0)$, so $D(0)=2P_\downarrow(0)$. The remanence is therefore $P_r=P_\downarrow(0)=D(0)/2$, which equals $P_s$ below the threshold and zero above it.

## Pinching leaves the loop area unchanged

The energy lost per cycle and volume is $\oint E\,dP$. Integration by parts around a closed path gives $\oint E\,dP=-\oint P\,dE$, since $EP$ returns to its initial value. The path runs up along $P_\uparrow$ and back along $P_\downarrow$, so

$$\oint E\,dP=-\left[\int P_\uparrow\,dE-\int P_\downarrow\,dE\right]=\int D(E)\,dE.$$

Each window in $D$ has height $P_s$ and width $2E_c$. Their integrals add even where the windows overlap, hence

$$\oint E\,dP=2\times P_s\times 2E_c=4P_sE_c.$$

This does not depend on $E_b$. Within this model, and as long as the amplitude still exceeds $E_b+E_c$, pinching removes the remanence and leaves the hysteresis loss as it was.

## Numbers on both sides of the threshold

Take the round model parameters $P_s=20\ \mu{\rm C/cm^2}$, $E_c=1$ MV/cm and $E_{\max}=3$ MV/cm. The loops were obtained by stepping the field and applying the local switching rule to each kind, and the results were tested against the formulas above.

For $E_b=0.6$ MV/cm the upward switching fields are $1-0.6=0.4$ and $1+0.6=1.6$ MV/cm. The downward ones are $-0.4$ and $-1.6$ MV/cm. All upward switching happens at positive field and all downward switching at negative field, so nothing is lost on the way back to zero. The remanence is 20 µC/cm² and the central opening is 40 µC/cm². At $E=E_b$ the opening is 20 µC/cm², so the loop is wider at the centre than there.

For $E_b=1.5$ MV/cm the upward switching fields are $1-1.5=-0.5$ and $1+1.5=2.5$ MV/cm, and the downward ones are $0.5$ and $-2.5$ MV/cm. Half of the area now switches back before the field has reached zero. Between $-0.5$ and $+0.5$ MV/cm both branches lie at $P=0$, and the remanence is zero. At $E=1.5$ MV/cm the descending branch has 20 µC/cm² and the ascending branch zero, which gives the lobe its opening of 20 µC/cm².

The area is the same in both cases. Since $1\ \mu{\rm C/cm^2}\times1$ MV/cm $=1$ J/cm³, it is $4\times20\times1=80$ J/cm³. The pinched case can be checked event by event, because each event changes $P$ by 20 µC/cm²:

$$20\,(-0.5+2.5)-20\,(0.5-2.5)=40+40=80\ {\rm J/cm^3}.$$

The negative term in the first bracket is work returned to the circuit: kind 1 switches up while the applied field still points down. The late event at 2.5 MV/cm makes up for it.

If the model is known to apply, the switching fields also reveal the parameters. Half the sum of the two upward fields is $E_c$, and half their difference is $E_b$. For the pinched loop these are $(-0.5+2.5)/2=1$ MV/cm and $(2.5+0.5)/2=1.5$ MV/cm. Reading the outermost switching field as the coercive field would give 2.5 MV/cm, which is $E_c+E_b$. The open loop alone does not prove that biases are present: two unbiased halves with coercive fields of 0.4 and 1.6 MV/cm would trace the same loop.

A scan of the bias found no pinching up to 0.95 MV/cm and pinching from 1.05 MV/cm onwards. This brackets the derived threshold at 1 MV/cm.

## When the drive is too weak

Suppose that $|E_b-E_c|<E_{\max}<E_b+E_c$. Kind 1 reaches its upward threshold $E_c-E_b$, but not its downward threshold $-(E_b+E_c)$. Once up, it stays up. Kind 2 is the mirror image and stays down. After the first cycle $P=0$ at every field, and there is no loop at all.

This happens on both sides of the pinching threshold. It was tested with an amplitude of 1.2 MV/cm for $E_b=0.6$ MV/cm and with 2.0 MV/cm for $E_b=1.5$ MV/cm. In both cases the polarization was zero at every field once the first sweep had been completed; for $E_b=0.6$ MV/cm it can still differ from zero during that sweep, whereas for $E_b=1.5$ MV/cm a sweep that starts at zero field finds kind 1 already up and kind 2 already down. A missing loop at low amplitude therefore does not show that $E_b>E_c$. The amplitude has to exceed $E_b+E_c$ before the shape can be judged.

## Unequal areas and a spread of biases

If kind 1 covers a fraction $f$ of the area, the windows of bistability stay where they are and only their heights change. For $E_b>E_c$ the waist is still closed, since kind 1 is up there and kind 2 down, but its level becomes

$$P=fP_s-(1-f)P_s=(2f-1)P_s.$$

For $f=0.6$ this is $0.2\times20=4$ µC/cm². The capacitor then has a polarization at zero field, but the same one on both branches, so it stores no information. Equal areas are needed for a waist at zero polarization, not for a closed waist.

Next let the biases be spread with a probability density $\rho(b)$ that is even in $b$. A region contributes $2P_s$ to the opening if it is bistable, that is, if $|E+b|<E_c$. Therefore

$$D(E)=2P_s\int_{-E_c-E}^{E_c-E}\rho(b)\,db,\qquad P_r=\frac{D(0)}{2}=P_s\,{\rm Prob}(|b|<E_c).$$

For $D(E)$ to hold at every field, the drive must saturate all but a negligible part of the distribution. For $P_r$ alone an amplitude above $2E_c$ is enough: it switches every region with $|b|<E_c$ both ways, and the state of the others at zero field is fixed by their bias. For two equal Gaussian populations centred at $\pm E_b$ with standard deviation $\sigma$, both have the same probability of lying in the symmetric interval $|b|<E_c$, so one of them suffices:

$$P_r=P_s\left[\Phi\!\left(\frac{E_c-E_b}{\sigma}\right)-\Phi\!\left(\frac{-E_c-E_b}{\sigma}\right)\right],$$

where $\Phi$ is the cumulative standard normal distribution. With $\sigma=0.2$ MV/cm the remanence is 19.54, 10.00 and 0.12 µC/cm² for $E_b=0.6$, $1.0$ and $1.5$ MV/cm. The jump of the ideal model has become a smooth fall. At $E_b=E_c$ half of each population is still bistable at zero field, which explains the middle value.

To see where pinching begins, differentiate $D$ twice. The first derivative is $2P_s[\rho(-E_c-E)-\rho(E_c-E)]$, which vanishes at $E=0$ because $\rho$ is even. The second derivative at $E=0$ is $2P_s[\rho'(E_c)-\rho'(-E_c)]=4P_s\rho'(E_c)$, because $\rho'$ is odd. The centre is a local minimum of the opening, and the loop is pinched, if $\rho$ rises at $b=E_c$. For narrow populations this means that the peak at $E_b$ lies above $E_c$, up to a correction from the remote tail of the other population. Just above the threshold the loop is thus pinched while a remanence of nearly $P_s/2$ survives; for $\sigma=0.2$ MV/cm and $E_b=1.05$ MV/cm the formula gives $P_r=0.40\,P_s$. With equal areas, pinching and zero remanence coincide for sharp biases but not for spread ones.

## What each derivation assumes

Both derivations need biases that stay fixed during a cycle, regions that do not interact, a common applied field and a saturating drive. If charge moved fast enough to change $b$ within a cycle, the thresholds in the first derivation would depend on history, and the translation in the second would no longer be rigid.

The first derivation uses the square loop from the start. In return it gives the complete branches, the order of the switching events and the level of the waist, and it does not need symmetry to find that level.

The second derivation assumes up-down symmetry of the unbiased loop but uses squareness only at the end. It therefore shows what survives for rounded loops. Suppose that $p_\downarrow(E)=P_s$ for all $E\ge0$, so that an unbiased region loses nothing before the field reverses, and that $p_\uparrow$ never decreases and is positive for $E>E_c$. Suppose also that $w$ is nowhere negative. Then $w(0)=2P_s$, and for $E_b>E_c$

$$D(0)=w(E_b)=P_s-p_\uparrow(E_b)<P_s,\qquad D(\pm E_b)=\tfrac12[2P_s+w(2E_b)]\ge P_s.$$

The loop is pinched. A bias above the coercive field is thus sufficient under these wider assumptions, although the waist need not close completely.

The converse, that the loop is not pinched for $E_b<E_c$, holds for the square loop but can fail for other shapes. Let a fraction $g<\tfrac12$ of each unbiased loop switch at a low field $E_1$ and the rest at $E_2>2E_1$. After the first step $p_\uparrow=-P_s+2gP_s<0$, so the coercive field of this loop is $E_2$. Choose $E_1<E_b<E_2/2$. Then $D(0)=w(E_b)=2(1-g)P_s$, whereas

$$D(\pm E_b)=\tfrac12[2P_s+2(1-g)P_s]=(2-g)P_s,$$

which is larger by $gP_s$. This loop is pinched although $E_b<E_c$. The bias exceeds the coercive field of the soft fraction, which therefore adds nothing to the opening at zero field. In the lobes the soft fraction of one kind does add to it, while the hard fraction of both kinds is still open. On the positive side this requires a field with $E_b-E_1<E<E_2-E_b$, which exists only if $E_b<(E_1+E_2)/2$. For a bias between that value and $E_2$ the loop is not pinched, although the bias exceeds $E_1$. The outcome thus depends on the local coercive fields of both fractions, not on the single value read from a composite loop.

Wake-up is the growth of the remanence of a capacitor under repeated field cycling. For this effect, the model says that a fall of the internal biases from above to below $E_c$ restores the remanence at unchanged $P_s$ and $E_c$, provided that the drive amplitude exceeds $E_b+E_c$ for the reduced biases. Whether this is what happens in a given capacitor, and what makes the biases fall, lies outside both derivations. They lead from sufficiently large opposite biases to a pinched loop; they do not show that every pinched loop has this origin.

The numerical output below lists the switching fields, the branch values and the results of the further cases.

## Computed results

```
Region polarization Ps = 20.0 uC/cm^2
Local coercive field Ec = 1.00 MV/cm
Drive amplitude Emax = 3.00 MV/cm
Case open: Eb = 0.60 MV/cm
  upward switching fields = 0.40, 1.60 MV/cm
  downward switching fields = -0.40, -1.60 MV/cm
  remanence = 20.0 uC/cm^2
  opening at E = 0: 40.0 uC/cm^2
  opening at E = Eb: 20.0 uC/cm^2
  loop area = 80.0 J/cm^3
  E = -2.8 MV/cm: P descending -20.0, ascending -20.0 uC/cm^2
  E = -1.5 MV/cm: P descending 0.0, ascending -20.0 uC/cm^2
  E = 0.0 MV/cm: P descending 20.0, ascending -20.0 uC/cm^2
  E = 1.5 MV/cm: P descending 20.0, ascending 0.0 uC/cm^2
  E = 2.8 MV/cm: P descending 20.0, ascending 20.0 uC/cm^2
Case pinched: Eb = 1.50 MV/cm
  upward switching fields = -0.50, 2.50 MV/cm
  downward switching fields = 0.50, -2.50 MV/cm
  remanence = 0.0 uC/cm^2
  opening at E = 0: 0.0 uC/cm^2
  opening at E = Eb: 20.0 uC/cm^2
  loop area = 80.0 J/cm^3
  E = -2.8 MV/cm: P descending -20.0, ascending -20.0 uC/cm^2
  E = -1.5 MV/cm: P descending 0.0, ascending -20.0 uC/cm^2
  E = 0.0 MV/cm: P descending 0.0, ascending 0.0 uC/cm^2
  E = 1.5 MV/cm: P descending 20.0, ascending 0.0 uC/cm^2
  E = 2.8 MV/cm: P descending 20.0, ascending 20.0 uC/cm^2
Scan: largest bias without pinching = 0.95 MV/cm
Scan: smallest bias with pinching = 1.05 MV/cm
Weak drive 1.2 MV/cm, Eb = 0.6 MV/cm: largest |P| = 0.0 uC/cm^2
Weak drive 2.0 MV/cm, Eb = 1.5 MV/cm: largest |P| = 0.0 uC/cm^2
Area fraction 0.6 with positive bias, Eb = 1.5 MV/cm: waist at P = 4.0 uC/cm^2
Gaussian bias spread sigma = 0.20 MV/cm
  Eb = 0.6 MV/cm: remanence simulated 19.54, formula 19.54 uC/cm^2
  Eb = 1.0 MV/cm: remanence simulated 10.00, formula 10.00 uC/cm^2
  Eb = 1.5 MV/cm: remanence simulated 0.12, formula 0.12 uC/cm^2
```
